# Nakatsuji's theorem: from the two-particle contracted equation to vanishing energy variance: verification in Python

```python
"""
Result under test (two-particle contracted Schroedinger equation, CSE):
for an N-representable 4-RDM, N >= 4, the residual
    R[i,j,k,l] = < a+_i a+_j a_l a_k (H - E) >
vanishes for all i,j,k,l if and only if the N-particle density operator rho
obeys (H - E) rho = 0.  The link is the energy variance, a contraction of R.

Symbols: h, v   one- and two-body integrals, v[p,q,r,s] = <pq|rs>
         K      reduced two-body Hamiltonian, H = 1/2 sum K a+_p a+_q a_s a_r
         D4[i,j,k,l,p,q,r,s] = < a+_i a+_j a+_k a+_l a_s a_r a_q a_p >
Spin-orbital index = 2*site + spin (0 up, 1 down). Energies in units of t.
"""
from itertools import combinations
import numpy as np

R_ORB = 8
DIM = 2 ** R_ORB

# Annihilation operators in Fock space, and the states of each particle number
annihilate = np.zeros((R_ORB, DIM, DIM))
for state in range(DIM):
    for p in range(R_ORB):
        if state >> p & 1:
            below = bin(state & ((1 << p) - 1)).count("1")
            annihilate[p, state ^ (1 << p), state] = (-1) ** below
sector = [[s for s in range(DIM) if bin(s).count("1") == n]
          for n in range(R_ORB + 1)]


def lower(n):
    """Matrices of a_p from n to n-1 particles."""
    return annihilate[:, sector[n - 1]][:, :, sector[n]]


def pairs(n):
    """Matrices of a_l a_k, stored at [k, l], from n to n-2 particles."""
    return np.einsum("lab,kbc->klac", lower(n - 1), lower(n), optimize=True)


def hamiltonian(h, v, n):
    one, two = lower(n), pairs(n)
    return (np.einsum("pq,pan,qam->nm", h, one, one, optimize=True)
            + 0.5 * np.einsum("pqrs,pqan,rsam->nm", v, two, two, optimize=True))


def reduced_hamiltonian(h, v, n):
    one = np.eye(R_ORB)
    return v + (np.einsum("pr,qs->pqrs", h, one)
                + np.einsum("pr,qs->pqrs", one, h)) / (n - 1)


def operator_average(x, n):
    """Tr(a+_i a+_j a_l a_k x) directly from operator matrices."""
    two = pairs(n)
    return np.einsum("ijan,klam,mn->ijkl", two, two, x, optimize=True)


def four_rdm(rho, n):
    weight, vec = np.linalg.eigh(rho)
    keep = np.abs(weight) > 1e-13
    weight, b = weight[keep], vec[:, keep]
    for m in range(n, n - 4, -1):
        b = np.einsum("pab,...bm->...pam", lower(m), b)
    left = (b * weight).reshape(R_ORB ** 4, -1)
    return (left @ b.reshape(R_ORB ** 4, -1).T).reshape((R_ORB,) * 8)


def contract(d4, n):
    d3 = np.einsum("ijkqlmnq->ijklmn", d4) / (n - 3)
    return d3, np.einsum("ijqklq->ijkl", d3) / (n - 2)


def cse_from_rdm(d4, k, n, energy=None):
    """Return E, R and 1/2 sum K R, all from the 4-RDM alone."""
    d3, d2 = contract(d4, n)
    if energy is None:
        energy = 0.5 * np.sum(k * d2)
    res = (np.einsum("klrs,ijrs->ijkl", k, d2)
           + np.einsum("lqrs,ijqrsk->ijkl", k, d3)
           - np.einsum("kqrs,ijqrsl->ijkl", k, d3)
           + 0.5 * np.einsum("pqrs,ijpqklrs->ijkl", k, d4) - energy * d2)
    return energy, res, 0.5 * np.sum(k * res)


N = 5
size = len(sector[N])
unit = np.eye(size)

# Test 1: normal-ordered formula, random dense Hamiltonian and random state
rng = np.random.default_rng(7)
h_r = rng.normal(size=(R_ORB, R_ORB))
h_r = h_r + h_r.T
v_r = rng.normal(size=(R_ORB,) * 4)
v_r = v_r + v_r.transpose(1, 0, 3, 2)
v_r = v_r + v_r.transpose(2, 3, 0, 1)
ham_r = hamiltonian(h_r, v_r, N)
k_r = reduced_hamiltonian(h_r, v_r, N)
assert np.allclose(hamiltonian(0 * h_r, k_r, N), ham_r, atol=1e-9)
psi = rng.normal(size=size)
psi /= np.linalg.norm(psi)
rho = np.outer(psi, psi)
e_any = 0.37                       # deliberately not the mean energy
d4 = four_rdm(rho, N)
d2_direct = operator_average(rho, N)
assert np.allclose(contract(d4, N)[1], d2_direct, atol=1e-10)
_, res, contracted = cse_from_rdm(d4, k_r, N, e_any)
direct = operator_average((ham_r - e_any * unit) @ rho, N)
formula_error = np.max(np.abs(res - direct))
assert formula_error < 1e-9 and np.max(np.abs(direct)) > 0.1
mean_r = psi @ ham_r @ psi
assert abs(np.einsum("ijij->", res) - N * (N - 1) * (mean_r - e_any)) < 1e-8
assert abs(contracted - psi @ ham_r @ (ham_r @ psi - e_any * psi)) < 1e-7
print(f"random H: largest |R|                  {np.max(np.abs(direct)):.4f}")
print(f"random H: largest error of R formula   {formula_error:.1e}")

# Worked example: open Hubbard chain
t, U, sites = 1.0, 4.0, 4
h = np.zeros((R_ORB, R_ORB))
for i in range(sites - 1):
    for spin in (0, 1):
        a, b = 2 * i + spin, 2 * i + 2 + spin
        h[a, b] = h[b, a] = -t
v_unit = np.zeros((R_ORB,) * 4)
for i in range(sites):
    up, dn = 2 * i, 2 * i + 1
    v_unit[up, dn, up, dn] = v_unit[dn, up, dn, up] = 1.0
ham = hamiltonian(h, U * v_unit, N)
K = reduced_hamiltonian(h, U * v_unit, N)
levels, vectors = np.linalg.eigh(ham)
e0 = levels[0]
ground = np.abs(levels - e0) < 1e-8
e1 = levels[~ground][0]
excited = np.abs(levels - e1) < 1e-8
print(f"Hubbard chain: t = {t}, U = {U} t, sites = {sites}, N = {N}")
print(f"number of N-electron states            {size}")
print(f"ground energy / t                      {e0:.6f}")
print(f"ground degeneracy                      {ground.sum()}")
print(f"first excited energy / t               {e1:.6f}")
print(f"first excited degeneracy               {excited.sum()}")
print(f"Frobenius norm of K / t                {np.linalg.norm(K):.4f}")


def level_density(mask):
    return vectors[:, mask] @ vectors[:, mask].T / mask.sum()


# Test 2: eigenstates and mixtures inside one level satisfy the equation
rho0, rho1 = level_density(ground), level_density(excited)
for name, dens, e_ref in (("ground level", rho0, e0),
                          ("excited level", rho1, e1)):
    energy, res, var = cse_from_rdm(four_rdm(dens, N), K, N)
    assert abs(energy - e_ref) < 1e-9
    assert np.max(np.abs(res)) < 1e-9 and abs(var) < 1e-8
    print(f"{name}: E/t {energy:.6f}, max|R|/t {np.max(np.abs(res)):.1e}")

# Test 3: trial states; a weak field only selects the spin-up partner
field = np.diag([-0.01 if p % 2 == 0 else 0.01 for p in range(R_ORB)])
print("trial U'/t | E/t | variance/t^2 | norm R/t | max|R|/t")
print("   then: sigma/t | bound on variance/t^2 | nearest level distance/t")
for u_trial in (0.0, 2.0, 3.0, 4.0):
    psi = np.linalg.eigh(hamiltonian(h + field, u_trial * v_unit, N))[1][:, 0]
    energy, res, var = cse_from_rdm(four_rdm(np.outer(psi, psi), N), K, N)
    mean = psi @ ham @ psi
    sigma = np.linalg.norm(ham @ psi - mean * psi)
    norm_r, max_r = np.linalg.norm(res), np.max(np.abs(res))
    bound = 0.5 * np.linalg.norm(K) * norm_r
    gap = np.min(np.abs(levels - energy))
    assert abs(energy - mean) < 1e-9 and abs(var - sigma ** 2) < 1e-8
    assert max_r <= sigma + 1e-9 and var <= bound + 1e-9
    assert gap <= sigma + 1e-9
    assert (max_r < 1e-9) if u_trial == U else (max_r > 1e-3)
    print(f"{u_trial:.1f} | {energy:.6f} | {var:.3e} | {norm_r:.3e} | {max_r:.3e}")
    print(f"   {sigma:.3e} | {bound:.3e} | {gap:.3e}")

# Test 4: a mixture of two levels passes the commutator condition only
w = 0.5
mix = w * rho0 + (1 - w) * rho1
energy, res, var = cse_from_rdm(four_rdm(mix, N), K, N)
commutator = np.max(np.abs(operator_average(ham @ mix - mix @ ham, N)))
assert commutator < 1e-10 and np.max(np.abs(res)) > 1e-3
assert abs(var - w * (1 - w) * (e1 - e0) ** 2) < 1e-8
print(f"two-level mixture: weight of ground    {w}")
print(f"two-level mixture: E/t                 {energy:.6f}")
print(f"two-level mixture: max|commutator|/t   {commutator:.1e}")
print(f"two-level mixture: max|R|/t            {np.max(np.abs(res)):.4e}")
print(f"two-level mixture: variance/t^2        {var:.6f}")

# Test 5: without positivity the equation has solutions at a false energy
e_false = e0 - 1.0
two = pairs(N)
low = np.array([two[i, j] for i, j in combinations(range(R_ORB), 2)])
gamma = np.einsum("xan,yam->xynm", low, low, optimize=True)
rows = gamma.reshape(-1, size, size) @ (ham - e_false * unit)
rows = 0.5 * (rows + rows.transpose(0, 2, 1))
system = np.vstack([rows.reshape(len(rows), -1), unit.reshape(1, -1)])
target = np.zeros(len(system))
target[-1] = 1.0
false_rho = np.linalg.lstsq(system, target, rcond=1e-10)[0].reshape(size, size)
false_rho = 0.5 * (false_rho + false_rho.T)
d4 = four_rdm(false_rho, N)
energy, res, var = cse_from_rdm(d4, K, N)
quads = [np.ravel_multi_index(q, (R_ORB,) * 4)
         for q in combinations(range(R_ORB), 4)]
d4_matrix = d4.reshape(R_ORB ** 4, R_ORB ** 4)[np.ix_(quads, quads)]
min_rho = np.linalg.eigvalsh(false_rho)[0]
min_d4 = np.linalg.eigvalsh(d4_matrix)[0]
assert abs(np.trace(false_rho) - 1) < 1e-8 and abs(energy - e_false) < 1e-7
assert np.max(np.abs(res)) < 1e-7 and abs(var) < 1e-6
assert min_rho < -1e-4
print(f"spurious solution: E/t                 {energy:.6f}")
print(f"spurious solution: max|R|/t            {np.max(np.abs(res)):.1e}")
print(f"spurious solution: trace of rho        {np.trace(false_rho):.6f}")
print(f"spurious solution: lowest eig of rho   {min_rho:.6f}")
print(f"spurious solution: lowest eig of D4    {min_d4:.6f}")

# Test 6: one-particle equation holds for a state that is no eigenstate
# (four electrons, no hopping; two spin patterns plus two pair patterns)
n4 = 4
psi = np.zeros(len(sector[n4]))
for occupied in ((0, 3, 4, 7), (1, 2, 5, 6), (0, 1, 4, 5), (2, 3, 6, 7)):
    psi[sector[n4].index(sum(1 << p for p in occupied))] = 0.5
ham4 = hamiltonian(0 * h, U * v_unit, n4)
k4 = reduced_hamiltonian(0 * h, U * v_unit, n4)
rho4 = np.outer(psi, psi)
energy, res, var = cse_from_rdm(four_rdm(rho4, n4), k4, n4)
shifted = (ham4 - energy * np.eye(len(psi))) @ rho4
one = lower(n4)
res1 = np.einsum("ian,jam,mn->ij", one, one, shifted, optimize=True)
assert np.max(np.abs(res1)) < 1e-12
assert np.allclose(res, operator_average(shifted, n4), atol=1e-10)
assert np.max(np.abs(res)) > 0.1 and abs(var - U ** 2) < 1e-9
print(f"hopping-free state, N = {n4}: E/t         {energy:.6f}")
print(f"one-particle equation: max residual/t  {np.max(np.abs(res1)):.1e}")
print(f"two-particle equation: max residual/t  {np.max(np.abs(res)):.6f}")
print(f"hopping-free state: variance/t^2       {var:.6f}")
print("checks complete")
```

It prints:

```
random H: largest |R|                  8.8565
random H: largest error of R formula   7.1e-15
Hubbard chain: t = 1.0, U = 4.0 t, sites = 4, N = 5
number of N-electron states            56
ground energy / t                      1.376865
ground degeneracy                      2
first excited energy / t               2.002084
first excited degeneracy               2
Frobenius norm of K / t                11.8322
ground level: E/t 1.376865, max|R|/t 1.8e-15
excited level: E/t 2.002084, max|R|/t 1.1e-15
trial U'/t | E/t | variance/t^2 | norm R/t | max|R|/t
   then: sigma/t | bound on variance/t^2 | nearest level distance/t
0.0 | 2.145898 | 4.000e+00 | 4.454e+00 | 3.618e-01
   2.000e+00 | 2.635e+01 | 1.438e-01
2.0 | 1.518933 | 8.306e-01 | 2.217e+00 | 2.081e-01
   9.114e-01 | 1.311e+01 | 1.421e-01
3.0 | 1.405582 | 1.715e-01 | 1.075e+00 | 1.044e-01
   4.142e-01 | 6.357e+00 | 2.872e-02
4.0 | 1.376865 | -2.756e-15 | 1.376e-14 | 1.443e-15
   4.006e-15 | 8.141e-14 | 1.554e-15
two-level mixture: weight of ground    0.5
two-level mixture: E/t                 1.689474
two-level mixture: max|commutator|/t   5.1e-16
two-level mixture: max|R|/t            5.8630e-02
two-level mixture: variance/t^2        0.097724
spurious solution: E/t                 0.376865
spurious solution: max|R|/t            4.0e-15
spurious solution: trace of rho        1.000000
spurious solution: lowest eig of rho   -0.121351
spurious solution: lowest eig of D4    -0.233701
hopping-free state, N = 4: E/t         4.000000
one-particle equation: max residual/t  8.9e-16
two-particle equation: max residual/t  1.000000
hopping-free state: variance/t^2       16.000000
checks complete
```
